Hart's Effective Diffusivity and Grain-Boundary Control of Barrier Leakage

1. A film with two separate paths

Take a barrier film of thickness L. An impurity is held at concentration c0 on the entry face and removed as soon as it reaches the exit face. Grain boundaries run straight through the film and occupy a fraction g of its area. Suppose first that the impurity has no preference for either region. In the steady state each path has the gradient −c0/L, so the mean flux is

J = [(1−g)D_L + gD_b] c0/L,

where D_L is the lattice diffusivity and D_b the boundary diffusivity. If D_b = D_L/g, the boundary term is D_L and the lattice term is (1−g)D_L. The boundaries then carry slightly more than half of the leakage, however small g is. Control is decided by the product of area and transport rate, not by area alone.

Three things must be added for use in a real film: segregation to the boundaries, exchange of atoms between the paths, and the time before the steady state.

2. Conventions and the governing equation

Concentrations are atoms per volume of the region concerned. The impurity is dilute, and local equilibrium at each lattice–boundary interface fixes

c_b = s c_L,

with s constant at a given temperature. There are no reactions, traps, drift or interface resistances. The symbol c0 always means the lattice-side concentration at the entry face; the boundary concentration there is s c0.

Define u = c_L in the lattice and u = c_b/s in a boundary, so that u is continuous across interfaces. Write c = σu, with σ = 1 in the lattice and σ = s in a boundary. The flux is −D∇c = −K∇u, with

K = D_L in the lattice, K = sD_b in a boundary.

Conservation of atoms gives

σ ∂u/∂t = ∇·(K∇u),

and the normal component of K∇u is continuous at interfaces. The sides of the region considered are symmetry planes with no flux through them.

3. Steady leakage

For straight through-thickness boundaries, K does not depend on the depth x. Try

u = c0(1−x/L).

It has the right values on both faces. Its only gradient is along x and is constant, so ∇·(K∇u) = 0 in each region, and no flux crosses the interfaces. It is therefore a solution. It is the only one: the difference w of two solutions vanishes on both faces, and multiplying its equation by w and integrating by parts gives ∫K|∇w|²dV = 0, hence w = 0.

Averaging K over the area gives the leakage law

J = P c0/L,
P = (1−g)D_L + g s D_b.

No assumption about column size has entered. Lateral exchange is allowed, but in this steady state there is no lateral difference in u to drive it.

4. Hart's effective diffusivity

When u is uniform across each plane, the mean concentration is

C = (1−g)u + g s u = S u, with S = 1−g+gs.

Substituting u = C/S in J = −P du/dx gives J = −D_eff dC/dx, with

D_eff = P/S = [(1−g)D_L + g s D_b]/(1−g+gs).

The fraction of atoms in boundaries is f = gs/S, and 1−f = (1−g)/S. Hence

D_eff = (1−f)D_L + fD_b.

This is Hart's formula, extended to include segregation. Its weight is the occupation f, not the area fraction g, unless s = 1.

The same result follows from a random walk in a long medium. An atom that spends times t_L and t_b in the two regions has independent displacements along x, so their variances add:

⟨x²⟩ = 2D_L t_L + 2D_b t_b.

If atoms start in lateral equilibrium, the probability of being in a boundary stays equal to f. The mean boundary time is then ft, and ⟨x²⟩ = 2D_eff t at every time.

An implementation must keep P and D_eff apart. With the lattice-side concentration c0 as input, J = P c0/L. With the mean entry concentration C0 = S c0 as input, J = D_eff C0/L. Using D_eff with c0 loses a factor S. The difference is large for strong segregation: when gs is large, P grows in proportion to s, while D_eff approaches D_b.

5. When a tiny fraction controls the leakage

The ratio of boundary to lattice flux is

R = g s D_b/[(1−g)D_L],

and the boundary share is R/(1+R). Setting R = 1 gives g s D_b = D_L − gD_L, or g(sD_b + D_L) = D_L. The threshold is

g* = 1/(1 + sD_b/D_L).

Boundaries carry more than half of the steady leakage when g > g*. For parallel slabs of width δ repeated with period d, g = δ/d, and the condition becomes d < d* = δ/g*.

For the temperature dependence, take

D_L = D_L0 exp(−Q_L/kT), D_b = D_b0 exp(−Q_b/kT), s = exp(E_s/kT),

where positive E_s means attraction to the boundary. Then

R = {gD_b0/[(1−g)D_L0]} exp(ΔE/kT), ΔE = Q_L − Q_b + E_s.

Putting R = 1 and taking the logarithm gives

T* = ΔE/(k ln{(1−g)D_L0/[gD_b0]}).

If ΔE and the logarithm are both positive, R falls with temperature, and boundaries dominate below T*. If ΔE is positive but the logarithm is zero or negative, boundaries dominate at every finite temperature. If ΔE is negative, R rises with temperature, and a crossover exists only for a negative logarithm; boundaries then dominate above it.

6. Worked example: steady leakage

The parameters are round model values and represent no particular material: L = 10 nm, δ = 0.5 nm, d = 50 nm and T = 673 K. The activation energies are Q_L = 1.8 eV and Q_b = 1.2 eV, the segregation energy is E_s = 0.1 eV, and the prefactors are D_L0 = 10¹³ nm²/s and D_b0 = 10¹¹ nm²/s. Thus g = 0.5/50 = 0.01 and kT = 0.057995 eV, which give

D_L = 10¹³ exp(−1.8/0.057995) = 0.332 nm²/s,
D_b = 10¹¹ exp(−1.2/0.057995) = 103 nm²/s,
s = exp(0.1/0.057995) = 5.61.

The storage factor is S = 0.99 + 0.01 × 5.61 = 1.046, and f = 0.0561/1.046 = 0.0536. The two parts of the leakage coefficient are

P = 0.328 + 5.789 = 6.12 nm²/s.

Hence D_eff = 6.12/1.046 = 5.85 nm²/s, or 5.85 × 10⁻¹⁸ m²/s. The boundaries fill 1% of the area, hold about 5% of the atoms and carry 5.789/6.118 = 94.6% of the steady leakage. The flux is J/c0 = 6.12/10 = 0.612 nm/s, and a two-dimensional grid solution gives the same value.

The threshold fraction is g* = 5.7 × 10⁻⁴, so the slab period would have to exceed d* = 0.5/g* ≈ 873 nm before the lattice carried most of the leakage. At the actual g, ΔE = 0.7 eV and the argument of the logarithm is 99 × 100 = 9900. Therefore

T* = 673 K × 0.7/(0.05799 ln 9900) = 883 K.

The boundary share rounds to 100% at 373 K and is 14% at 1100 K. A leakage rate measured well above T* therefore samples mainly the lattice and cannot simply be extrapolated to service below T*.

7. The time lag

Let the film be empty at t = 0, and let M(t) be the dose that has left through unit area of the exit face. For film area A, define the weighted content

W = (1/A)∫σ(x/L)u dV.

Differentiate W, insert the diffusion equation and integrate by parts. The weight is zero at the entry and one at the exit, where the surface term equals −J_out. Terms from internal interfaces cancel because the normal flux is continuous. This leaves

dW/dt = −J_out − [1/(AL)]∫K(∂u/∂x)dV.

Since K is independent of x, integrating ∂u/∂x through the film gives −c0 on every line, and the last term becomes +P c0/L. Integration over time, with W(0) = 0, gives

M(t) = P c0 t/L − W(t).

At late times u is the linear steady profile, so

W → S c0 L ∫₀¹ ξ(1−ξ)dξ = S c0 L/6.

The late dose is therefore the straight line

M = (P c0/L)(t − t_lag), t_lag = SL²/(6P) = L²/(6D_eff).

This holds for any rate of lateral exchange. In the example t_lag = 100/(6 × 5.85) = 2.85 s, and the two-dimensional solution agrees.

The lag is not a time of first arrival. Without exchange, it is the mean of the separate lags weighted by the flux shares:

t_lag = 0.9463 × 0.1615 s + 0.0537 × 50.26 s ≈ 2.85 s.

Nearly all of it comes from the slow lattice, although the lattice carries only about 5% of the flux. The late line also gives both coefficients: its slope gives P, its intercept gives D_eff, and their ratio gives S. This requires that the slowest region has reached its steady profile, which can take far longer than the lag. In the example the line is approached on the lattice time L²/(π²D_L) ≈ 30 s. At three lag times (8.5 s) the slope is already 94% of its final value, but the tangent intercept is only 0.29 s, ten times too small. It is 2.45 s at 100 s and 2.83 s at 200 s.

8. Leakage before the late line

For a uniform film with permeability K and diffusivity D, subtract the transient from the steady profile:

u = c0(1−x/L) − Σ [2c0/(nπ)] sin(nπx/L) exp(−n²π²Dt/L²),

with n = 1, 2, 3, … The coefficients are the sine coefficients of 1−x/L, so the film is empty at t = 0. Evaluating −K∂u/∂x at x = L, where cos(nπ) = (−1)ⁿ, gives

J_out = (Kc0/L)[1 + 2Σ(−1)ⁿ exp(−n²π²Dt/L²)].

Integrate over time and use Σ(−1)ⁿ/n² = −π²/12:

M = (Kc0/L){t − L²/(6D) − [2L²/(π²D)] Σ[(−1)ⁿ/n²] exp(−n²π²Dt/L²)}.

Two limits use this series. For isolated boundaries, set K = g s D_b and D = D_b; the slow lattice path can be added separately with K = (1−g)D_L and D = D_L. For a fully mixed film, set K = P and D = D_eff.

At 1 s in the example, the exponentials for the isolated boundaries are negligible at the digits shown. Their dose is

M/c0 = 0.579 × (1 − 0.1615) ≈ 0.4855 nm.

The two-dimensional solution gives 0.450 nm, about 7% below the isolated-boundary value. Hart's mixed medium gives 0.0071 nm, too small by a factor of 63. The film thus has the steady flux and lag predicted by P and D_eff, but not the early dose of a uniform medium with those coefficients.

The shortfall from the isolated limit has the sign expected from loss into the grains. While the lattice diffusion depth is small compared with the column width and with L, each side of a boundary loses a flux of about D_L u/√(πD_L t). This is the result for a half-space whose surface is held at u. Neglecting storage in the boundary, the balance over its width is

sδD_b u″ = 2D_L u/√(πD_L t) = sδD_b u/λ²,
λ² = sδD_b√(πD_L t)/(2D_L).

With u = c0 at the entry and zero at the exit,

u = c0 sinh[(L−x)/λ]/sinh(L/λ).

The exit gradient has magnitude c0/[λ sinh(L/λ)]. Relative to the lossless value c0/L, the flux is multiplied by the factor

F = (L/λ)/sinh(L/λ).

At 1 s, λ = 21.1 nm and F = 0.964; the grid solution gives 0.959. Since λ grows as t^(1/4), this estimate gives stronger relative losses at earlier times. That is consistent with the accumulated dose being reduced more than the flux at 1 s, although F alone does not give the full transient dose. Because it neglects storage in the boundary, F is unreliable at times near or below the boundary lag of 0.16 s. In the example the flux relative to the isolated-boundary series is 0.85 at 0.1 s, where F = 0.89. At still earlier times it levels off near exp[−L√(D_L/D_b)/(sδ)] ≈ 0.82, whereas F falls toward zero.

For early leakage, the isolated-boundary series is therefore useful when L is well below λ over the times that contribute to the dose. If L is comparable to λ or larger, lateral loss must be included unless L√(D_L/D_b)/(sδ) is small compared with one.

9. When the mixed medium is justified

The variance 2D_eff t does not guarantee a Gaussian profile. For one lateral history, x is Gaussian with variance 2Θ, where Θ = D_L t + (D_b−D_L)t_b. Averaging over histories gives ⟨x²⟩ = 2⟨Θ⟩ and ⟨x⁴⟩ = 12⟨Θ²⟩. The excess kurtosis, which is zero for a Gaussian, is

κ = ⟨x⁴⟩/⟨x²⟩² − 3 = 3 Var(Θ)/⟨Θ⟩².

At short times an atom stays where it started, so t_b is t with probability f and zero otherwise. Its variance is f(1−f)t², and

κ0 = 3f(1−f)(D_b−D_L)²/D_eff².

At late times Var(t_b) = 2f(1−f)τt, where τ is the time integral of the normalized correlation of boundary occupation. To find τ, let I be 1 in a boundary and 0 in the lattice. Let ψ(y) be the time integral of the expected value of I−f for an atom starting at lateral position y. The expected value decays from I−f to zero, so the lateral diffusion operator acting on ψ gives f−I. In the lattice this reads

D_L ψ″ = f.

Let z be the distance from the boundary and a = (d−δ)/2 the distance to the symmetry plane, where ψ′ = 0. Two integrations give

ψ_b − ψ(z) = (f/D_L)(az − z²/2),

with ψ taken as uniform inside a thin, fast boundary. Averaging over 0 < z < a gives

ψ_b − ψ̄_L = (f/D_L)(a²/2 − a²/6) = fa²/(3D_L).

The equilibrium mean of ψ is zero: fψ_b + (1−f)ψ̄_L = 0. Hence ψ_b = (1−f)(ψ_b−ψ̄_L). The integrated covariance of the occupation is fψ_b; dividing it by f(1−f) gives

τ = fa²/(3D_L), κ → 2κ0τ/t.

The time scale for the profile along x to become Gaussian is therefore 2κ0τ. Lateral differences in u can decay much sooner. When boundaries dominate D_eff and f is small, κ0 ≈ 3/f, and the scale becomes 2a²/D_L. It is set by slow diffusion across the grain, not by fast diffusion along the boundary.

In the example κ0 = 47, τ = 33 s and 2κ0τ ≈ 3100 s. This is about a thousand times the 2.85 s lag, so Hart's uniform medium is not justified for the early transient. At 3 × 10⁴ s the late formula gives κ = 0.104 and the lateral grid gives 0.103. For times comparable with the lag or later, a practical criterion for using the mixed-film series is L²/(6D_eff) ≫ 2κ0τ. It carries the scale from a long medium over to a film, so it is an estimate, not a sharp boundary. Well before the lag, the small leakage comes from the far tail of the profile, where incomplete mixing matters most. The series can then be far too low even when this criterion is met.

10. Broken boundary paths

The leakage law of section 3 assumes that the fast paths run straight from one face to the other. Broken or crooked paths can leak much less than their area fraction suggests. For a general K(x,y,z), multiply the steady equation by u and integrate by parts to obtain

J c0 = (1/A)∫K|∇u|²dV.

Any other function v with the same face values can be written v = u+w, with w = 0 on both faces. The cross term ∫K∇u·∇w dV vanishes by parts, so v gives an integral at least as large. Choosing v = c0(1−x/L) yields

J ≤ K̄c0/L,

where K̄ is the volume average of K. Straight boundaries attain this upper bound, for which K̄ = P.

Moving each boundary sideways by half a period at mid-depth keeps g = 0.01 at every depth but breaks the path. The computed flux falls to 6.5% of the straight-boundary value and is about 1.2 times that of a film made of lattice alone. This model leaves pure lattice between the ends of the displaced boundaries. In a real film of stacked grains the mid-depth plane is usually a boundary itself. If a layer of the same width and properties is placed there, the paths reconnect, and the flux is about 49% of the straight-boundary value, some 9 times the lattice value. An areal boundary fraction from a single plane therefore cannot establish boundary control; the continuity and shape of the paths through the thickness must also be known.

The formulas also need revision if boundary sites saturate, because s then depends on concentration, or if grain growth or a reaction changes the paths during service. Within the stated model, use P for steady leakage, D_eff for the late lag, and the isolated-boundary or mixed-film series for the early dose according to the criteria above. The numerical output below lists the values for the example.

Calculated quantities

```
film thickness L: 10 nm
boundary width delta: 0.5 nm
boundary period d: 50 nm
boundary area fraction g: 0.01
temperature T: 673 K
lattice prefactor: 1e+13 nm^2/s
boundary prefactor: 1e+11 nm^2/s
lattice activation energy: 1.8 eV
boundary activation energy: 1.2 eV
segregation energy: 0.1 eV
thermal energy kT: 0.05799 eV
lattice diffusivity D_L: 0.3316 nm^2/s
boundary diffusivity D_b: 103.2 nm^2/s
segregation ratio s: 5.609
storage factor S: 1.046
boundary occupation f: 0.05361
Hart diffusivity D_eff: 5.848 nm^2/s
Hart diffusivity D_eff: 5.848e-18 m^2/s
leakage coefficient P: 6.118 nm^2/s
lattice part of P: 0.3283 nm^2/s
boundary part of P: 5.789 nm^2/s
steady flux / c0, formula: 0.6118 nm/s
steady flux / c0, 2D grid: 0.6118 nm/s
boundary share of leakage: 94.63 %
threshold fraction g*: 0.0005725
threshold period d*: 873.3 nm
crossover temperature T*: 882.9 K
boundary share at 373 K: 100 %
boundary share at 1100 K: 14 %
short-time excess kurtosis, formula: 47.12
short-time excess kurtosis, grid: 47.06
lateral correlation time tau: 33.01 s
mixing time 2*kurtosis*tau: 3111 s
late time of kurtosis test: 3e+04 s
late excess kurtosis, formula: 0.1037
late excess kurtosis, grid: 0.1029
time lag, formula: 2.85 s
time lag, 2D grid: 2.851 s
isolated boundary lag: 0.1615 s
isolated lattice lag: 50.26 s
early observation time: 1 s
early dose / c0, 2D grid: 0.4501 nm
early dose / c0, isolated boundaries: 0.4855 nm
early dose / c0, Hart medium: 0.007134 nm
2D dose over Hart-medium dose: 63.09
lateral loss length at early time: 21.11 nm
early flux factor, formula: 0.9635
early flux factor, 2D grid: 0.9588
displaced-boundary flux / Hart flux: 0.065
displaced-boundary flux / pure-lattice flux: 1.2
```
